# The Darwin term and the l = 0 limit of spin-orbit coupling

**Q.** I regard the Darwin term as the spin-orbit energy of an s state. In hydrogen I can take the spin-orbit formula, set $l=0$, and the Darwin energy comes out. Why keep two names for one thing?

**A.** Show me the calculation, with its conventions, so that we agree on what is being set to zero.

**Q.** I use Hartree atomic units and a central potential energy $V(r)$. To order $1/c^2$ the two operators are

$$H_D=\frac{1}{8c^2}\nabla^2V,\qquad H_{SO}=\frac{1}{2c^2}\,\frac{V'}{r}\,\mathbf L\cdot\mathbf S .$$

For $j=l+\tfrac12$,

$$\mathbf L\cdot\mathbf S=\tfrac12\left[(l+\tfrac12)(l+\tfrac32)-l(l+1)-\tfrac34\right]=\frac l2 ,$$

so $E_{SO}=(l/4c^2)\langle V'/r\rangle$. For $V=-Z/r$ I need $\langle r^{-3}\rangle$. The radial function without nodes is $R\propto r^le^{-\alpha r}$ with $\alpha=Z/n$ and $n=l+1$, hence

$$\langle r^{-3}\rangle=\frac{\int_0^\infty r^{2l-1}e^{-2\alpha r}dr}{\int_0^\infty r^{2l+2}e^{-2\alpha r}dr}=\frac{(2\alpha)^3}{(2l+2)(2l+1)(2l)}=\frac{Z^3}{n^3\,l(l+\frac12)(l+1)} .$$

The factor $l$ cancels:

$$E_{SO}=\frac{Z^4}{4c^2n^3(l+\frac12)(l+1)}\;\longrightarrow\;\frac{Z^4}{2c^2}\qquad(l\to0,\ n\to1).$$

For the Darwin term, $\nabla^2V=4\pi Z\delta(\mathbf r)$ and $|\psi(0)|^2=Z^3/\pi$ give $E_D=4\pi Z\cdot Z^3/(8\pi c^2)=Z^4/(2c^2)$. The two are equal.

**A.** Your algebra is right. For $Z=1$ and $c=137.036$ both are $0.5/c^2$, or 26.63 microhartree. But you have compared a limit with an expectation value. In an actual s state $\mathbf L\psi=0$, so $H_{SO}\psi=0$ and the spin-orbit energy is zero. Your number belongs to a sequence of radial problems with non-integer $l$, none of which is an s state.

**Q.** At $l=0$ the average of $r^{-3}$ diverges, so I have zero times infinity. Isn't the limit the sensible way to give that product a value?

**A.** The operator needs no such rescue, because $\mathbf L$ gives zero at every $r>0$ before any integral is taken. Still, your limit is well defined, and we can work it out for other potentials. The radial equation contains $l$ only through the number $l(l+1)$, so it can be solved for real $l>0$. We keep the number of radial nodes fixed and stay with $j=l+\tfrac12$; the other branch would have $j=-\tfrac12$ at $l=0$. Write

$$R=r^lf,\qquad \int_0^\infty r^{2l+2}f^2dr=1 .$$

I assume that $r^2V'$ has a finite limit $Z_0$ at the origin, and that $f$ goes smoothly to its s-state form as $l\to0$. Then

$$E_{SO}(l)=\frac{l}{4c^2}\int_0^\infty r^{2l+1}V'f^2dr=\frac1{8c^2}\int_0^\infty 2l\,r^{2l-1}g\,dr,\qquad g=r^2V'f^2 .$$

Cut the integral at a small fixed radius $b$. Beyond $b$ the integral without its prefactor stays finite, so the factor $2l$ sends that part to zero. Inside,

$$\int_0^b2l\,r^{2l-1}g\,dr=g(0)\,b^{2l}+\int_0^b2l\,r^{2l-1}[g(r)-g(0)]\,dr .$$

The last integral is at most $b^{2l}$ times the largest $|g(r)-g(0)|$ inside $b$, which is as small as we like if $b$ was chosen small. Since $b^{2l}\to1$,

$$\lim_{l\to0}E_{SO}(l)=\frac{Z_0f(0)^2}{8c^2},$$

where $f(0)=R(0)$ now belongs to the s state. The limit depends on the potential only through the strength of its $1/r$ singularity and the value of $R$ at one point.

**Q.** And the Darwin energy of that same s state?

**A.** To avoid handling a delta function by rule, move one derivative from $V$ onto the density:

$$E_D=-\frac1{8c^2}\int\nabla V\cdot\nabla|\psi|^2d^3r=-\frac1{8c^2}\int_0^\infty r^2V'\,(R^2)'\,dr .$$

The second form holds because $\nabla V$ is radial, and the angular integral of $|\psi|^2$ is $R^2$. For $l=0$, integrate by parts. The boundary term vanishes at infinity and leaves $Z_0f(0)^2$ at the origin:

$$E_D=\frac1{8c^2}\left[Z_0f(0)^2+\langle q\rangle\right],\qquad q=\frac{(r^2V')'}{r^2} .$$

Here $q$ is the Laplacian of $V$ away from the origin. Therefore

$$E_D-\lim_{l\to0}E_{SO}=\frac{\langle q\rangle}{8c^2} .$$

By Poisson's equation, $\nabla^2V=4\pi\rho$ for an electron in the field of a charge density $\rho$. The Darwin term senses all the charge that the electron overlaps. Your limit senses only a point charge at the origin. For a bare point nucleus there is no other charge, and this explains the agreement for every Coulomb s state, not just the lowest. In 2s with $Z=1$, for instance, $R(0)^2=\tfrac12$, and both numbers are $1/(16c^2)$, or 3.33 microhartree.

**Q.** Then a screened nucleus should separate them. What happens for a Yukawa potential?

**A.** Take $V=-Ze^{-\mu r}/r$, understood as an electrostatic energy. A Lorentz-scalar potential would have different relativistic corrections. Differentiating,

$$r^2V'=Z(1+\mu r)e^{-\mu r},\qquad (r^2V')'=Z[\mu-\mu(1+\mu r)]e^{-\mu r}=-Z\mu^2r\,e^{-\mu r} .$$

So $Z_0=Z$, as for Coulomb, but $q=-Z\mu^2e^{-\mu r}/r=\mu^2V$. This is the negative screening cloud around the point charge. The mismatch is

$$E_D-\lim_{l\to0}E_{SO}=\frac{\mu^2\langle V\rangle}{8c^2}<0 .$$

It is negative for every bound s state, because $V$ is negative everywhere, and it vanishes as $\mu\to0$.

For numbers I choose $Z=1$ and $\mu=0.5$ per bohr, and solve the radial equation with finite elements, that is, with $f$ a piecewise polynomial on a mesh refined towards the origin. The ground state has $E=-0.1481$ hartree, $R(0)^2=3.0040$ and $\langle V\rangle=-0.5263$ hartree. Then

$$c^2\lim E_{SO}=\frac{3.0040}{8}=0.3755,\qquad c^2(E_D-\lim E_{SO})=\frac{0.25\times(-0.5263)}{8}=-0.01645 .$$

Dividing by $c^2$ gives 20.00 microhartree for the spin-orbit limit and $-0.876$ for the mismatch, so the Darwin energy is 19.12 microhartree. The mismatch is $-5.76$ GHz as a frequency, and its size is 4.6 percent of the Darwin energy.

**Q.** You have shown that two prescriptions differ. Perhaps mine is the right one, and the Laplacian formula is the one that happens to work for Coulomb.

**A.** The Dirac equation decides that. With the rest energy removed from $E$, its radial equations are

$$P'+\frac{\kappa P}{r}=\frac{2c^2+E-V}{c}\,Q,\qquad Q'-\frac{\kappa Q}{r}=-\frac{E-V}{c}\,P .$$

For $j=l+\tfrac12$ we have $\kappa=-(l+1)$. With $P=r^{l+1}f$ the left side of the first equation is simply $r^{l+1}f'$, so

$$Q=\frac{c\,r^{l+1}f'}{2c^2+E-V} .$$

Multiply the second equation by $P$ and integrate. Moving the derivative from $Q$ to $P$ turns the left side into $-\int Q(P'+\kappa P/r)dr=-\int Q\,r^{l+1}f'dr$, because $PQ$ vanishes at both ends. Hence

$$E\int_0^\infty P^2dr=\int_0^\infty\left[\frac{c^2\,r^{2l+2}f'^2}{2c^2+E-V}+VP^2\right]dr .$$

Nothing has been approximated yet. Now expand for $|E-V|\ll2c^2$:

$$\frac{c^2}{2c^2+E-V}=\frac12-\frac{E-V}{4c^2}+\dots$$

The first term gives the Schrödinger problem. The second gives the shift, and we may evaluate it with the Schrödinger $f$ and $E$: the energy is stationary under small changes of $f$, so the change of $f$ matters only at higher order. With $f$ normalized as before,

$$\delta E=-\frac1{4c^2}\int_0^\infty r^{2l+2}(E-V)f'^2dr .$$

**Q.** The expansion fails close to a point nucleus, where $V\to-\infty$.

**A.** It fails for $r$ below about $Z/2c^2$. The integrand there is of order $r^{2l+1}$, so at $l=0$ that region contributes about $r^2\sim1/c^4$ to the integral, beyond the order we keep.

To see what $\delta E$ contains, insert $u=r^{l+1}f$ into the radial Schrödinger equation $u''=[l(l+1)/r^2-2(E-V)]u$. The centrifugal term cancels, and $f''+2(l+1)f'/r=-2(E-V)f$ remains, which is the same as

$$(r^{2l+2}f')'=-2r^{2l+2}(E-V)f .$$

Integrate $\delta E$ by parts, with $f$ as the function to be integrated up from one factor $f'$. The boundary terms vanish, and

$$\int r^{2l+2}(E-V)f'^2dr=-\int f\left[(E-V)\,r^{2l+2}f'\right]'dr=2\langle(E-V)^2\rangle+\int r^{2l+2}V'ff'dr .$$

The result is

$$\delta E=-\frac{\langle(E-V)^2\rangle}{2c^2}-\frac1{4c^2}\int_0^\infty r^{2l+2}V'ff'dr .$$

The first term is the correction from the relativistic growth of mass with momentum, since $p^2\psi=2(E-V)\psi$ and its operator is $-p^4/8c^2$. At $l=0$ the second term is

$$-\frac1{8c^2}\int_0^\infty r^2V'(f^2)'dr=E_D .$$

That is the full Darwin energy, with $\langle q\rangle$ included, for any potential of the kind we assumed.

The Yukawa state shows the same in numbers. I solve the equation with $Q$ eliminated, before expansion, again with finite elements. The speed of light is made ten times larger, so that the terms beyond $1/c^2$ are suppressed. The shift from the Schrödinger energy, times $c^2$, is $-0.0853$. The mass term alone is $-0.4444$. Adding the Darwin energy gives $-0.0853$, while adding your limit gives $-0.0689$.

**Q.** So the limit is a reasonable approximation, wrong by a few percent. A real nucleus is tiny, so there at least I could use it safely?

**A.** For a finite nucleus it fails completely. Take a uniformly charged sphere of radius $a$. Outside, $V'=Z/r^2$; inside, $V'=Zr/a^3$. Now $r^2V'\to0$ at the origin, so $Z_0=0$ and your limit is zero. There is no infinity left to compensate the factor $l$, since $\langle V'/r\rangle$ is finite in the s state.

The Darwin energy survives, because the charge is still there, only spread out. Inside the sphere $q=(Zr^3/a^3)'/r^2=3Z/a^3$, so

$$E_D=\frac{1}{8c^2}\,\frac{3Z}{a^3}\int_0^ar^2f^2dr\;\longrightarrow\;\frac{Zf(0)^2}{8c^2}\qquad(a\to0).$$

I take $Z=1$ and $a=0.01$ bohr, far larger than a real nucleus, so that the effects are easy to see. The depth of this potential is $3Z/2a=150$ hartree, still small beside $2c^2$. The Darwin energy is 26.07 microhartree, 98 percent of the point-nucleus value. Your limit misses all of it, which is 171.5 GHz. In the Dirac comparison the shift times $c^2$ is $-0.1248$. The mass term plus the Darwin term gives $-0.1248$; the mass term plus your limit gives $-0.6144$.

**Q.** That troubles me. If I shrink the nucleus to a point, your zero should turn continuously into my 26.63 microhartree.

**A.** It doesn't, because the two limits do not commute. Here is the spin-orbit energy in microhartree for small real $l$:

| $l$ | point | $a=0.01$ bohr |
|---|---|---|
| 0.1 | 15.15 | 8.22 |
| 0.01 | 25.09 | 1.79 |
| 0.001 | 26.47 | 0.19 |

The middle column climbs to 26.63, and the right one falls to zero. Its last entry can be estimated by hand. The s-state average is $\langle V'/r\rangle=14.71$, so $l\langle V'/r\rangle/4c^2$ at $l=0.001$ is $0.00368/c^2$, or 0.20 microhartree.

Now hold $l$ fixed and shrink the sphere. For small $a$ the function $f$ is nearly constant across the nucleus and nearly the same as for a point. The two energies then differ only through the region $r<a$:

$$E_{SO}^{\rm point}-E_{SO}^{\rm sphere}\approx\frac{lZf(0)^2}{4c^2}\left[\int_0^ar^{2l-1}dr-\frac1{a^3}\int_0^ar^{2l+2}dr\right] .$$

The bracket is $a^{2l}[1/(2l)-1/(2l+3)]=3a^{2l}/[2l(2l+3)]$, so

$$E_{SO}^{\rm point}-E_{SO}^{\rm sphere}\approx\frac{Zf(0)^2}{8c^2}\,\frac{3\,a^{2l}}{2l+3} .$$

If $a\to0$ first, $a^{2l}\to0$ and the point value returns. If $l\to0$ first, $a^{2l}\to1$ and the whole limit is removed, however small $a$ is. The approach in $a$ is slow. At $l=0.1$ the sphere gives 12.39 microhartree for $a=10^{-4}$ bohr and 14.05 for $a=10^{-6}$ bohr, against 15.15 for the point. The deficits are 2.76 and 1.10. Their ratio is 2.5, as expected from $100^{0.2}$.

**Q.** Physics shouldn't jump like that. Something must pass smoothly through $l=0$.

**A.** The sum does. For $l>0$ the gradient form of the Darwin energy contains the derivative of $R^2=r^{2l}f^2$:

$$E_D(l)=-\frac1{8c^2}\int r^2V'\left[2l\,r^{2l-1}f^2+2r^{2l}ff'\right]dr=-E_{SO}(l)-\frac1{4c^2}\int r^{2l+2}V'ff'dr .$$

Therefore

$$E_D(l)+E_{SO}(l)=-\frac1{4c^2}\int_0^\infty r^{2l+2}V'ff'dr ,$$

which is the second term of the Dirac shift. It has no factor $1/r$ that could diverge, and it is continuous at $l=0$. What can jump is its division into two names. Just above $l=0$ the point-charge part is counted as spin-orbit energy; at $l=0$ it is counted as Darwin energy.

In microhartree, with the limits extrapolated from three small values of $l$, the ground states give:

| potential | $E_D$, $l\to0$ | $E_{SO}$, $l\to0$ | $E_D$ at $l=0$ |
|---|---|---|---|
| Coulomb | 0.00 | 26.63 | 26.63 |
| Yukawa | −0.88 | 20.00 | 19.12 |
| sphere | 26.07 | 0.00 | 26.07 |

In each row the first two numbers add up to the third. For $l>0$ the boundary term at the origin in the integration by parts carries a factor $r^{2l}$ and vanishes, so $E_D(l)=\langle q\rangle/8c^2$. The Coulomb row is special because $q=0$ makes its Darwin energy vanish for $l>0$, so the spin-orbit energy alone carries the continuous sum.

**Q.** For Coulomb, then, each state has one term or the other. Is that division lost in the Yukawa case even for ordinary integer $l$?

**A.** Yes. For $l>0$ the Yukawa Darwin energy is $\mu^2\langle V\rangle/8c^2$, which is not zero. The 2p state at $\mu=0.1$ per bohr has a Darwin energy of $-0.010$ microhartree, beside a spin-orbit energy of 0.442 microhartree for $j=\tfrac32$. A p state can have both, so the Darwin term cannot be a substitute for spin-orbit coupling reserved for $l=0$.

**Q.** May I at least say that the two numbers agree for a Coulomb potential and for no other?

**A.** As a rule covering every s-wave function, yes. If $q$ were non-zero in some shell, a function concentrated there would have $\langle q\rangle\ne0$. So $q=0$ for all $r>0$, which makes $r^2V'$ constant, and $V=-Z_0/r$ plus a constant. If $q$ has one sign throughout, as for Yukawa, every bound s state shows a mismatch.

For one selected state the claim is too strong, since a $q$ of changing sign can average to zero. Take

$$V=-\frac1r+0.1\,r\,e^{-kr},\qquad q=0.1\left(\frac2r-4k+k^2r\right)e^{-kr} .$$

With the hydrogen density $R^2=4e^{-2r}$ as a first estimate and $s=k+2$,

$$\langle q\rangle\approx0.4\left[\frac2{s^2}-\frac{8k}{s^3}+\frac{6k^2}{s^4}\right]=\frac{0.8}{s^4}(s-k)(s-3k)=\frac{3.2\,(1-k)}{s^4} .$$

This vanishes at $k=1$. With the ground state of the full potential, found numerically, the zero moves to $k=0.998$ per bohr. There the Darwin energy and the spin-orbit limit are both 26.23 microhartree, although the potential is not Coulomb. A small change of $k$ separates them again.
